# Two equivalent polarisation values for polar hafnia and their spin-paired quantum

## Problem

Polar orthorhombic hafnia has a primitive cell whose face normal to the polar axis measures 5.0 by 5.2 Å. One calculation of the polarisation along that axis returns 0.50 C/m², another returns −0.73 C/m² for the same crystal.

(a) Estimate by scaling whether two such different values can describe one bulk state.

(b) Derive the spacing of the allowed values for a spin-paired insulator, and show that the two values are equivalent to the accuracy of the data.

(c) Decide whether +0.73 C/m² is also equivalent to 0.50 C/m², and whether equivalent values imply equal switched charge.

The crystal is periodic, non-magnetic and insulating, at zero macroscopic field. Each occupied spatial orbital holds two electrons, and spin–orbit coupling is neglected. The polar axis is \(z\), the cell length along it is \(c\), the face area is \(A\), and the volume is \(\Omega=Ac\). The algebra is in atomic units, where an electron has charge −1.

## First estimate by scaling

In a periodic crystal, an electron pair can be assigned to its position in one cell or to the equivalent position in the next. The assignment changes the dipole per cell by about \(2ec\), although no density has changed. Divided by the volume \(Ac\), this gives a polarisation change of order \(2e/A\); the length \(c\) drops out.

With both edges taken as 5 Å,

\[
\frac{2e}{A}\sim\frac{2(1.6\times10^{-19}\ \mathrm{C})}{25\times10^{-20}\ \mathrm{m^2}}=1.28\ \mathrm{C/m^2}.
\]

Subtracting this from 0.50 gives −0.78 C/m², close to the second value. The estimate makes equivalence plausible. It does not show that reassigning part of a pair is forbidden, or that the nuclei allow no smaller step.

## Exact solution

### Electronic part

Let \(\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}\) be the occupied Bloch functions, normalised over one cell and chosen smooth and periodic in \(\mathbf k\). This choice is possible here because time reversal makes the Chern numbers of the occupied bands vanish. The Wannier function of the home cell is

\[
w_n(\mathbf r)=\frac{\Omega}{(2\pi)^3}\int d^3k\,e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}(\mathbf r).
\]

To find its centre, write \(z\,e^{i\mathbf k\cdot\mathbf r}=-i\partial_{k}e^{i\mathbf k\cdot\mathbf r}\), with \(k\equiv k_z\), and integrate by parts. The boundary term vanishes because \(\psi_{n\mathbf k}\) is periodic in \(\mathbf k\):

\[
z\,w_n=\frac{\Omega}{(2\pi)^3}\int d^3k\,e^{i\mathbf k\cdot\mathbf r}\,i\partial_k u_{n\mathbf k}.
\]

Now take the overlap with \(w_n\). Integration over all space gives \((2\pi)^3\delta(\mathbf k-\mathbf k')/\Omega\) times a cell overlap, so one prefactor cancels:

\[
z_n=\frac{\Omega}{(2\pi)^3}\int d^3k\,i\langle u_{n\mathbf k}|\partial_k u_{n\mathbf k}\rangle .
\]

The transverse zone has area \((2\pi)^2/A\). Denoting the average over it by \(\langle\cdots\rangle_\perp\) and using \(\Omega=Ac\),

\[
z_n=\left\langle\frac{c}{2\pi}\int_0^{2\pi/c}dk\,i\langle u_n|\partial_k u_n\rangle\right\rangle_\perp,
\qquad
P_{\rm el}=-\frac{2}{\Omega}\sum_n z_n .
\]

The minus sign is the electron charge and the 2 is the spin pairing.

The occupied functions are not unique. A unitary mixture \(u'_n=\sum_m u_mU_{mn}(\mathbf k)\) spans the same occupied space and gives the same density. The same \(U\) is applied to both spins, so that each pair keeps one spatial orbital; this is what spin pairing means below. The product rule and \(UU^\dagger=1\) give

\[
\sum_n i\langle u'_n|\partial_k u'_n\rangle
=\sum_n i\langle u_n|\partial_k u_n\rangle+i\,\mathrm{Tr}(U^\dagger\partial_kU).
\]

Write \(\det U=e^{i\varphi}\). Since \(\mathrm{Tr}(U^\dagger\partial_kU)=\partial_k\ln\det U=i\partial_k\varphi\), the last term is \(-\partial_k\varphi\). Periodicity requires \(\varphi\) to change by \(-2\pi m\) across the zone, with integer \(m\). Therefore

\[
\Delta\sum_n z_n=-\frac{c}{2\pi}(-2\pi m)=mc .
\]

The integer cannot vary with the transverse wavevector, because a continuous function that takes integer values is constant. The average over the transverse zone thus leaves \(m\) whole, and

\[
\Delta P_{\rm el}=-\frac{2mc}{Ac}=-\frac{2m}{A}.
\]

### Nuclear part

The nuclei contribute \(P_{\rm ion}=\Omega^{-1}\sum_sZ_sz_s\). Replacing one nucleus by its image in the next cell changes this by \(Z_s/A\). The charges are 72 for Hf and 8 for O, both even, so these steps are multiples of \(2/A\). The smallest step generated by 2, 72 and 8 is 2. A common shift of the origin has no effect because the cell is neutral.

The allowed values are therefore

\[
P+mQ,\qquad Q=\frac{2}{A}\ \text{(atomic units)}=\frac{2e}{A}\ \text{(SI)}.
\]

An odd nuclear charge, bands filled by one spin alone, or a winding of \(U\) applied to one spin only would admit the step \(e/A=0.616\) C/m². The last of these also leaves the density unchanged, so a calculation that treats the two spins separately fixes \(P\) only modulo \(e/A\). Then −0.12 C/m² would join the list; with the pairs kept together, as specified, it does not belong. The answers to (b) and (c) hold with either step. The area must be that of the primitive face, since the relabelling has to respect the full translation symmetry.

### Numbers

The area is \(5.0\times5.2=26.00\) Å², or 92.848 bohr², so \(Q=2/92.848=0.02154\) atomic units. In SI units,

\[
Q=\frac{2e}{26.00\times10^{-20}\ \mathrm{m^2}}=1.232\ \mathrm{C/m^2}=123.2\ \mathrm{\mu C/cm^2},
\]

\[
0.50-1.232=-0.732\ \mathrm{C/m^2}=-73.2\ \mathrm{\mu C/cm^2}.
\]

This rounds to −0.73 C/m², as was to be shown. If both edges are changed together by ±0.05 Å, their rounding margin, the second value runs from −0.757 to −0.709 C/m². The stated pair is equivalent within the precision of the input.

### What the quantum means at a surface

Opposite faces of a slab of length \(L\) carry charges \(\pm\sigma A\) per surface cell. The slab dipole per surface cell is \(\sigma AL\) plus a constant from the two ends, so its growth per added cell length gives \(\sigma A\). A surface band holds two electrons per surface cell. Moving one full band of electrons from one face to the other changes \(\sigma\) by \(2e/A\). The interior is unchanged provided the macroscopic field is held at zero; in an isolated slab the moved charge would set up a large field.

A two-site model tests this statement. Each cell has site A at \(z=0\), with energy 0.5 eV and core charge +2, and site B at \(z=c/2\), with energy −0.5 eV. The hopping between cells is 1.4 eV. The hopping inside a cell averages 0.6 eV and varies with the transverse wavevector. The bulk Berry phase gives \(P A=0.70636e\). Lengthening the slab from 30 to 40 cells gives \(-1.29364e\) in its ground state and \(0.70636e\) after the band of pairs is moved. The two slab values differ by \(2.00000e\), and both agree with the bulk value modulo \(2e\).

This correspondence assumes insulating, spin-paired surfaces with the periodicity of the bulk face. A partly filled surface band can carry a charge outside the list. So can a magnetic surface whose band is filled for one spin only: it can be insulating, and its charge differs from the list by \(e/A\).

### The reversed crystal

Reversal changes the sign of every allowed value. The two lists are

\[
\{\ldots,-0.73,\;0.50,\ldots\}\quad\text{and}\quad\{\ldots,-0.50,\;0.73,\ldots\}\ \mathrm{C/m^2}.
\]

The difference \(0.73-0.50=0.23\) C/m² is not a multiple of \(Q\). Thus +0.73 belongs to the reversed crystal.

The lists coincide when \(P=-P+mQ\), that is, when \(P=mQ/2\). A crystal with inversion symmetry must satisfy this condition, so its list contains either zero or \(Q/2=0.616\) C/m². A non-zero value on its own is therefore no proof that a crystal is polar.

### Switched charge

Let a parameter \(\theta\) carry the crystal from one state to another while the gap stays open. For one occupied band, differentiating the integrand of the centre gives

\[
\partial_\theta\!\left(i\langle u|\partial_ku\rangle\right)
=i\langle\partial_\theta u|\partial_ku\rangle-i\langle\partial_ku|\partial_\theta u\rangle
+i\partial_k\langle u|\partial_\theta u\rangle .
\]

The final term integrates to zero over the zone. The first two are a number and its complex conjugate, multiplied by \(i\) and \(-i\), so

\[
\frac{dz}{d\theta}=-\frac{c}{\pi}\int_0^{2\pi/c}dk\,\mathrm{Im}\langle\partial_\theta u|\partial_k u\rangle .
\]

Phase changes of \(u\) cancel in this expression. Its integral over \(\theta\) is the displacement \(\Delta z\) of the centre, with no free integer. The electron pair then carries the charge \(A\,\Delta P_{\rm el}=-2e\,\Delta z/c\) through each cell face. Two paths with the same ends must give changes that agree modulo \(Q\), but they need not be equal.

A chain shows the difference. With A at \(z=0\) and B at \(z=c/2\), the hopping is \(1+0.6\cos\theta\) eV inside a cell and \(1-0.6\cos\theta\) eV between cells, and the site energy is \(+0.6\sin\theta\) eV on A and \(-0.6\sin\theta\) eV on B. Going from \(\theta=0.5\) to 2.5 moves the centre by \(0.37979c\). Going the other way round, to \(2.5-2\pi\), moves it by \(-0.62021c\). The end states are the same, yet the transported charge differs by two electrons per chain.

For hafnia, a formal-charge model gives the corresponding count. Take an idealised cell with four Hf⁴⁺ and eight O²⁻. The Hf planes are \(c/2\) apart, and the oxygens sit midway between them in the non-polar reference. Its ionic sum is \(4(1)-2(4)=-4\), so its polarisation is \(-4e/A=-2Q\), equivalent to zero.

Displace four of the oxygens by \(-uc\). Then

\[
P=\frac{4(-2e)(-uc)}{Ac}=\frac{8eu}{A}=4Qu,
\qquad u=\frac{0.50}{4(1.232)}=0.101 .
\]

On the direct path, these oxygens pass through the midpoints and move by \(+2uc\):

\[
\Delta P_1=-\frac{8e(2u)}{A}=-2P=-1.00\ \mathrm{C/m^2}.
\]

On the other path they cross the Hf planes and move by \(-(1/2-2u)c\):

\[
\Delta P_2=\frac{8e}{A}\left(\frac12-2u\right)=2Q-2P=1.465\ \mathrm{C/m^2}.
\]

The final oxygen positions differ by \(c/2\), which maps this idealised set of sites onto itself. Both paths therefore end in the same reversed crystal. Their changes differ by \(2Q\), and half of each has magnitude 0.50 or 0.73 C/m². The labels 0.50 and −0.73 C/m² are equivalent for the starting state, but they correspond to different switching events. The count uses formal charges and says nothing about which path has the lower barrier.

## Comparison of the estimate and the solution

The scaling value of \(Q\), 1.28 C/m², is 4% above the exact 1.232 C/m². The excess comes from using 25 Å² in place of 26 Å²; rounding \(e\) down to \(1.6\times10^{-19}\) C reduces it by about 0.1%. The estimate found the right dependence on \(A\) and the absence of \(c\). The derivation added three things: the integer is common to all transverse wavevectors, the even nuclear charges introduce no smaller step, and the sign separates −0.73 from +0.73.

## The values in a gate stack

Consider a 10 nm hafnia film on a 1 nm silica-like layer, with rough relative permittivities of 30 and 3.9. The single-crystal value of 50 µC/cm² is high beside the remanent polarisation of polycrystalline hafnia films, which is roughly 20 µC/cm². Real films break the assumption of one orientation. If polar axes are random and every grain is poled towards the field, the mean projection is

\[
\int_0^{\pi/2}\cos\vartheta\sin\vartheta\,d\vartheta=\frac12,
\]

which lowers 50 to 25 µC/cm². This assumes that grains switch by the direct path and only by 180°; the path through the Hf planes would give 37 µC/cm², and reorientation of the polar axis among three perpendicular directions would raise the factor above 1/2. Non-polar grains and incomplete switching can also lower the measured value, so random orientation need not be its only cause. None of these effects changes the equivalence within a polar grain.

The interlayer also matters. With the electrodes shorted and no charge at the interface, zero total voltage and continuous displacement require

\[
E_fd_f+E_ld_l=0,\qquad \varepsilon_0\kappa_fE_f+P=\varepsilon_0\kappa_lE_l .
\]

Inserting \(E_l=-E_fd_f/d_l\) into the second equation gives

\[
E_f=-\frac{P\,d_l}{\varepsilon_0(\kappa_fd_l+\kappa_ld_f)} .
\]

For \(P=50\) µC/cm² the film field is −8.2 MV/cm and the interlayer field is 82 MV/cm. Rough breakdown fields are 4 and 10 MV/cm, so this uncompensated state is not sustainable. In this linear model, interface charge must cancel at least \(1-10/81.8=88\%\) of \(P\). This bound comes from breakdown alone. It leaves −1.0 MV/cm in the film, comparable to a rough coercive field of 1 to 2 MV/cm, so retaining the polarisation may need more compensation. Using the label −73.2 µC/cm² for the same stack requires the interface charge to be counted as larger by \(Q\). The sum of the two, and hence the field, is unchanged.

The remaining corrections are smaller:

- A biaxial expansion of 1% lowers \(Q\) by 2.4 µC/cm². If the charge centres keep their fractional positions, both labels scale with \(1/A\) as well, to 49.0 and −71.8 µC/cm²; internal relaxation adds a shift common to both.
- Heating by 100 K, with a rough linear expansion coefficient of \(6\times10^{-6}\) K⁻¹, lowers \(Q\) by 0.15 µC/cm².
- At fixed cell edges, a field of 1 MV/cm induces about 2.6 µC/cm², which shifts both labels together and leaves \(Q\) alone. If the field also strains the face, \(Q\) changes with its area.

The insulating assumption is safe against intrinsic carriers: a 5.5 eV gap at 300 K gives about \(10^{-27}\) cm⁻³ with free-electron masses. For direct tunnelling at 1 V, a 1.5 eV barrier and a mass of 0.2 electron masses give a WKB exponential of about \(2\times10^{-20}\), which omits the prefactor and is good to order of magnitude only. The tunnelling factor rises steeply with voltage, so this value does not carry over to the higher fields often used to switch a film. Neither figure includes conduction through defects, which can dominate leakage in a real film. The values used here are collected in the numerical output.

## Calculated quantities

```
Cell edges: 5.0 x 5.2 angstrom
Face area: 26.00 angstrom^2
Face area: 92.848 bohr^2
Quantum 2/A: 0.02154 atomic units
Quantum 2e/A: 1.2324 C/m^2 = 123.24 uC/cm^2
Given label: 0.50 C/m^2 = 50.0 uC/cm^2
Equivalent label: -0.7324 C/m^2 = -73.24 uC/cm^2
Reversed-state label: 0.7324 C/m^2
One-electron step e/A: 0.6162 C/m^2
Label range, edges +-0.05 A: -0.757 to -0.709 C/m^2
Smallest core/pair step: 2 e per face
Slab model t1 mean, t2, D: 0.6, 1.4, 0.5 eV
Slab model, bulk Berry value: 0.70636 e per face
Slab model, ground state: -1.29364 e per face
Slab model, pair band moved: 0.70636 e per face
Chain centre shift, path one: 0.37979 c
Chain centre shift, path two: -0.62021 c
Chain path difference: 2.00000 electrons
Polar O displacement (formal charges): 0.1014 c
Direct switching change: -100.0 uC/cm^2
Through-plane switching change: 146.5 uC/cm^2
Switching path difference: 2.000 quanta
Film, interlayer thickness: 10, 1 nm
Film, interlayer permittivity: 30, 3.9 (relative)
Quantum change, 1% biaxial strain: -2.43 uC/cm^2
Linear expansion coefficient: 6.0e-06 1/K
Quantum change, 100 K heating: -0.148 uC/cm^2
Induced polarisation at 1 MV/cm: 2.57 uC/cm^2
Random-grain factor: 0.500 (dimensionless)
Random-grain polarisation: 25.0 uC/cm^2
Uncompensated film field: -8.18 MV/cm
Uncompensated interlayer field: 81.8 MV/cm
Rough breakdown, film/interlayer: 4/10 MV/cm
Least interface compensation: 87.8 % of P
Gap, temperature: 5.5 eV, 300 K
Thermal carriers (free mass): 1.6e-27 cm^-3
Tunnel barrier, mass: 1.5 eV, 0.2 m_e
Film voltage: 1.0 V
Tunnel exponent: 45.3 (dimensionless)
Tunnel factor: 2.1e-20 (dimensionless)
```
